# Must relaxed MP2 and coupled-cluster natural occupations lie between zero and two?

**Question**

I use natural occupation numbers to judge how strongly correlated a molecule is. I have assumed that, for any correlated method, the spin-summed occupations lie between 0 and 2, since an orbital holds at most one electron of each spin. Does this hold for the relaxed response densities of MP2 and coupled cluster when a bond is stretched? If it does not, is the program at fault, or the method?

**Answer**

It need not hold, even in a correct program. The bounds belong to density matrices that come from a quantum state. A relaxed response density is a derivative of an energy, and for an approximate energy there may be no state behind it. Stretched H2 shows this in a few lines, and it also shows that coupled-cluster methods differ among themselves.

**Where the bounds come from**

Let \(a_{k\sigma}\) remove an electron of spin \(\sigma\) from a normalized spatial orbital \(k\). In a normalized state \(\Psi\), the occupation of this spin orbital is a squared norm, and so is its complement:

\[
\langle a^\dagger_{k\sigma}a_{k\sigma}\rangle=\|a_{k\sigma}\Psi\|^2\ge 0,\qquad
1-\langle a^\dagger_{k\sigma}a_{k\sigma}\rangle=\|a^\dagger_{k\sigma}\Psi\|^2\ge 0 .
\]

The second relation uses \(a a^\dagger+a^\dagger a=1\). Adding the two spins gives \(0\le n_k\le 2\) for any orbital, hence also for the natural orbitals. Averaging over an ensemble with positive weights preserves the result.

The relaxed density is defined differently. Add \(sV\) to the one-electron Hamiltonian \(h\), with \(V\) real and symmetric, solve the Hartree-Fock equations again, and recompute the correlated energy \(E\). Then \(\gamma\) is defined by

\[
\left.\frac{dE}{ds}\right|_{s=0}=\sum_{pq}\gamma_{pq}V_{pq}.
\]

For an exact eigenstate, the Hellmann-Feynman theorem turns this into an expectation value, and the bounds return. The same holds for an approximate energy that is the expectation value of a normalized state and stationary in all its parameters, since the parameter response then drops out of the derivative. The MP2 and projected coupled-cluster energies are not of this form, and for them that step is missing. The trace is still the electron number \(N\) for the methods below: a uniform shift of \(h\) by \(s\) changes \(E\) by \(Ns\) and leaves orbitals and amplitudes alone. A correct trace does not stop one eigenvalue from being negative while another exceeds 2.

**H2 with two orbitals**

Take a minimal basis, a restricted reference, and the real bonding and antibonding orbitals \(g\) and \(u\). I use Rydberg units, so the electron repulsion is \(2/r_{12}\) with lengths in bohr. Write \(J_{pq}=(pp|qq)\) and \(K=(gu|gu)\). The reference energy and the orbital energies are

\[
E_0=2h_{gg}+J_{gg},\qquad
\varepsilon_g=h_{gg}+J_{gg},\qquad
\varepsilon_u=h_{uu}+2J_{gu}-K .
\]

Inversion symmetry fixes both orbitals, so changing \(h_{gg}\) or \(h_{uu}\) does not alter them. A perturbation that mixes \(g\) and \(u\) changes sign under inversion. The energy is therefore even in its strength, and \(\gamma_{gu}=0\). The natural occupations are then simply \(n_g=dE/dh_{gg}\) and \(n_u=dE/dh_{uu}\).

Let \(|0\rangle\) be the reference \(g^2\) and \(|D\rangle\) the determinant \(u^2\), coupled by \(\langle D|H|0\rangle=K\). Single excitations do not contribute, because they have the wrong parity. With \(\Delta=\varepsilon_u-\varepsilon_g\), first-order perturbation theory gives the amplitude \(t\) of \(|D\rangle\), and the MP2 energy follows:

\[
t=-\frac{K}{2\Delta},\qquad E_2=Kt=-\frac{K^2}{2\Delta}.
\]

Since \(d\Delta/dh_{uu}=1\) and \(d\Delta/dh_{gg}=-1\),

\[
n_u=\frac{K^2}{2\Delta^2}=2t^2,\qquad
n_g=2-\frac{K^2}{2\Delta^2}=2-2t^2 .
\]

The 2 in \(n_g\) comes from \(E_0\). Both bounds fail together as soon as \(|t|>1\), that is, when \(K>2\Delta\).

**What is missing is a normalization**

The normalized state built from the same amplitude, \((|0\rangle+t|D\rangle)/\sqrt{1+t^2}\), has

\[
n_u=\frac{2t^2}{1+t^2}\le 2 .
\]

So a large amplitude alone does not break the bounds. The MP2 energy is the stationary value of

\[
L(t)=2Kt+2\Delta t^2 .
\]

Indeed, \(dL/dt=0\) gives \(t=-K/2\Delta\), and inserting this gives \(L=-K^2/2\Delta\). Because \(L\) is stationary, its derivative with respect to \(h_{uu}\) is just the explicit one, \(2t^2\). No denominator \(1+t^2\) appears in \(L\), so none appears in the density. For small \(t\) the two occupations differ only at order \(t^4\), which is why the defect is hard to see near equilibrium.

**Three coupled-cluster methods, two outcomes**

In CC2 the singles again vanish by parity. Its doubles equation contains the Fock operator in the term linear in the doubles, so here it reads \(K+2\Delta t=0\). The energy is \(E_0+Kt\), as in MP2, and the occupations are the same.

Linearized coupled-cluster doubles (LCCD) uses the full Hamiltonian in that term. The Fock energy difference \(2\Delta\) is replaced by the difference of determinant energies,

\[
D=\langle D|H|D\rangle-\langle 0|H|0\rangle
=2(h_{uu}-h_{gg})+J_{uu}-J_{gg},
\]

so that \(K+Dt=0\) and the correlation energy is \(Kt=-K^2/D\). Since \(dD/dh_{uu}=2\), the derivative is \(2K^2/D^2\), and once more \(n_u=2t^2\), now with \(t=-K/D\).

CCSD keeps the nonlinear term. A second double excitation of two electrons is impossible, so its wavefunction is \(|0\rangle+t|D\rangle\). Projecting \(H\Psi=E\Psi\) on the two determinants gives

\[
E=E_0+Kt,\qquad K+\langle D|H|D\rangle t=Et .
\]

Eliminating \(E\) leaves

\[
K+Dt-Kt^2=0 .
\]

To obtain the density, multiply by \(K\) and write \(E_c=Kt\):

\[
E_c^2-DE_c-K^2=0 .
\]

Differentiate with respect to \(h_{uu}\), denoting the derivative by a prime and using \(D'=2\):

\[
(2E_c-D)E_c'=2E_c .
\]

The quadratic equation gives \(D=E_c-K^2/E_c\), hence \(2E_c-D=E_c+K^2/E_c\), and

\[
n_u=E_c'=\frac{2E_c^2}{E_c^2+K^2}=\frac{2t^2}{1+t^2}.
\]

The term \(-Kt^2\), which LCCD drops, has restored the normalization. This agrees with a general fact: for two electrons, singles and doubles can represent any state that overlaps the reference. The CCSD equations are then the Schrödinger equation in the chosen basis, and the response density is that of a true state.

**How far must the bond be stretched?**

Let \(a\) and \(b\) be the atomic orbitals, \(U=(aa|aa)\), and \(R\) the bond length. At large \(R\), neglect products \(ab\). Then \(g^2\approx u^2\approx(a^2+b^2)/2\) and \(gu\approx(a^2-b^2)/2\). With \((aa|bb)\approx 2/R\),

\[
J_{gg}\approx J_{uu}\approx J_{gu}\approx\tfrac12\left(U+\tfrac2R\right),\qquad
K\approx\tfrac12\left(U-\tfrac2R\right).
\]

The difference \(h_{uu}-h_{gg}\) also dies away with the overlap, so

\[
\Delta=h_{uu}-h_{gg}+2J_{gu}-K-J_{gg}\;\to\;\frac2R,\qquad
|t|=\frac{K}{2\Delta}\;\to\;\frac{UR/2-1}{4}.
\]

The MP2 amplitude thus grows linearly with \(R\), and \(|t|=1\) at \(R\approx10/U\). In \(D\) the repulsion integrals cancel in this limit, leaving no \(2/R\) term. The LCCD denominator therefore closes much faster.

**Numbers for H2**

In the STO-3G basis \(U=1.5492\) Ry, so the estimate is \(10/1.5492=6.45\) bohr. With all integrals kept, MP2 (and CC2) crosses the bounds at 6.72 bohr and LCCD at 3.71 bohr.

At 8 bohr, \(K=0.6496\) Ry and \(\Delta=0.2534\) Ry. For MP2,

\[
t=-\frac{0.6496}{2\times0.2534}=-1.282,\qquad
n_u=2(1.282)^2=3.29,\qquad n_g=2-3.29=-1.29 .
\]

The exact \(n_u\) in this basis, which CCSD reproduces, is 0.995. The normalized first-order state gives 1.243: inaccurate, but allowed.

At 5 bohr, LCCD has \(t=-0.5755/0.1694=-3.40\) and \(n_u=23.1\). MP2 gives 0.710 there, against the exact 0.854. An occupation inside the bounds is therefore no proof of accuracy.

The failure is not peculiar to two orbitals. In the 6-31G basis at 14 bohr, the relaxed MP2 occupations are −4.148, 0.002, 0.024 and 6.122. They still add up to 2. The numbers depend strongly on the basis, however. In cc-pVDZ the extremes at 14 bohr are −3.58 and 5.52. The upper bound is crossed at about 8.8 bohr in 6-31G and 9.3 bohr in cc-pVDZ, not at 6.72. The two bounds also no longer fail together: at 8 bohr the smallest occupation is already negative (−0.05 in 6-31G, −0.07 in cc-pVDZ) while the largest is only 1.50 and 1.30.

**More than two electrons**

In general, orbital relaxation adds elements \(z\) between occupied and virtual orbitals, and these must be included before diagonalizing. They can break a bound by themselves. Consider one such pair:

\[
\gamma=\begin{pmatrix}2-\alpha&z\\ z&\beta\end{pmatrix},\qquad
\det(2-\gamma)=\alpha(2-\beta)-z^2 .
\]

If \(z^2>\alpha(2-\beta)\), the determinant is negative, so one eigenvalue of \(2-\gamma\) is negative and one occupation exceeds 2, even when both diagonal elements are allowed.

CCSD is no longer exact here, and its bounds are no longer guaranteed. For N2 in STO-3G, with the symmetry-adapted restricted reference \(1\sigma_g^2 1\sigma_u^2 2\sigma_g^2 2\sigma_u^2 3\sigma_g^2 1\pi_u^4\), the smallest and largest relaxed occupations are:

| \(R\) (bohr) | MP2 | CCSD | full CI |
|---|---|---|---|
| 2.1 | 0.021, 2.000 | 0.019, 2.000 | 0.020, 2.000 |
| 4.0 | 0.640, 2.037 | 0.702, 2.004 | 0.523, 2.000 |
| 5.0 | −1.074, 3.081 | 0.919, 2.000 | 0.840, 2.000 |

The MP2 and CCSD entries belong to this reference. At 4.0 and 5.0 bohr it is a saddle point: a restricted solution of broken spatial symmetry lies lower by 0.46 and 0.68 Ry, and MP2 built on it gives 0.005, 2.004 and 0.013, 2.000. The size of a violation thus depends on which Hartree-Fock solution is used. All N2 values here are for the minimal basis only.

In this basis no method leaves the interval at 2.1 bohr. At 4.0 bohr CCSD exceeds the upper bound by 0.004. At 5.0 bohr the excess is 0.0004. Both are small but real: taking \(V\) as the projector on the most occupied natural orbital, the energy derivative is 2.0041 at 4.0 bohr and 2.0004 at 5.0 bohr. No negative CCSD occupation appears at these distances. Most of the excess comes with orbital relaxation: the largest eigenvalue of the unrelaxed CCSD density is 2.0007 at 4.0 bohr and 2.00001 at 5.0 bohr.

The CCSD energy shows a much larger defect. It lies below the singlet full-CI energy by 0.28 Ry at 4.0 bohr and by 0.40 Ry at 5.0 bohr. The unrelaxed CCSD one- and two-particle density matrices reproduce the CCSD energy when traced with the Hamiltonian. No singlet state in this basis can have an energy below the lowest singlet, so these two matrices cannot both come from one such state. The occupations hardly reveal this: from 4.0 to 5.0 bohr the energy error grows while the excess over 2 shrinks.

**What to do with such a density**

An occupation well outside \([0,2]\), beyond numerical error, tells you that the response density belongs to no electronic state. In the H2 model it marks the point where the doubles amplitude exceeds 1 and the perturbative or linearized treatment has lost its basis. Do not read the number as a count of electrons, and do not cut it back to 0 or 2. The matrix still gives the first-order change of that method's energy under a one-electron perturbation, and clipping would destroy this property without repairing the energy. At such a bond length the remedy is a method that treats the nearly degenerate configurations together. The reverse inference is unsafe: occupations within the bounds do not certify the calculation.

The numerical check checks the closed forms for H2 against numerical solutions and energy derivatives. It computes the molecular densities and tests their traces, the full MP2 matrix of minimal-basis H2 at 8 bohr, one diagonal CCSD element of N2 at 4.0 bohr, and the CCSD energy obtained from the unrelaxed density matrices.

## Values computed for the example and the checks

```
H2, STO-3G (energies in Ry, R in bohr, occupations in electrons)
R=1.4: K=0.36252 Ry, gap=2.49694 Ry, D=3.15458 Ry
  MP2=CC2: t=-0.07259, n_u=0.01054, n_g=1.98946
  exact=CCSD: t=-0.11344, n_u=0.02541; normalized first-order state: n_u=0.01048
  LCCD: t=-0.11492, n_u=0.02641, n_g=1.97359
R=5.0: K=0.57547 Ry, gap=0.48288 Ry, D=0.16944 Ry
  MP2=CC2: t=-0.59587, n_u=0.71013, n_g=1.28987
  exact=CCSD: t=-0.86356, n_u=0.85435; normalized first-order state: n_u=0.52405
  LCCD: t=-3.39619, n_u=23.06821, n_g=-21.06821
R=8.0: K=0.64961 Ry, gap=0.25336 Ry, D=0.00672 Ry
  MP2=CC2: t=-1.28199, n_u=3.28701, n_g=-1.28701
  exact=CCSD: t=-0.99484, n_u=0.99483; normalized first-order state: n_u=1.24343
R=10.0: K=0.67461 Ry, gap=0.20022 Ry, D=0.00044 Ry
  MP2=CC2: t=-1.68466, n_u=5.67618, n_g=-3.67618
  exact=CCSD: t=-0.99967, n_u=0.99967; normalized first-order state: n_u=1.47891
on-site repulsion U = 1.54921 Ry; long-bond estimate 10/U = 6.4549 bohr
critical distance: MP2 6.7153 bohr, LCCD 3.7081 bohr
|t| of MP2 at 12 bohr: 2.07372; long-bond law: 2.07382
H2 8 bohr, re-solved orbitals: gg=-1.2871, uu=3.2871, |gu|=2.2e-13
H2/6-31G, 14 bohr, relaxed MP2 occupations: -4.1483 0.0016 0.0244 6.1223
N2, STO-3G: smallest and largest relaxed occupation; energies in Ry
R=2.1 bohr  MP2: 0.021470 1.999997
  CCSD: 0.019008 1.999997, outside [0,2]: False
  full CI: 0.020266 1.999997
  E(CCSD)=-215.31151 Ry, E(full CI)=-215.31974 Ry, difference=0.00823 Ry
R=4.0 bohr  MP2: 0.639503 2.037240
  CCSD: 0.701837 2.004060, outside [0,2]: True
  full CI: 0.523195 2.000000
  E(CCSD)=-215.17644 Ry, E(full CI)=-214.89570 Ry, difference=-0.28074 Ry
R=5.0 bohr  MP2: -1.074169 3.080932
  CCSD: 0.918853 2.000448, outside [0,2]: True
  full CI: 0.839674 2.000000
  E(CCSD)=-215.28102 Ry, E(full CI)=-214.87911 Ry, difference=-0.40192 Ry
R=6.0 bohr  MP2: -3.709867 5.716892
```
